In a periodic calculation of exact exchange, the Coulomb factor $4\pi/g^2$ is undefined at zero momentum transfer. This problem treats that term with a Gaussian auxiliary function and finds what the treatment means in electrostatics.

Hartree atomic units are used. The crystal has cell volume $\Omega$ and a uniform grid of $N_k$ points containing $\Gamma$. Differences of grid points, reduced to the Brillouin zone, are called $\mathbf q$; reciprocal lattice vectors of the crystal are $\mathbf G$. The vectors $\mathbf g=\mathbf q+\mathbf G$ form the reciprocal lattice of a supercell of volume $V=N_k\Omega$, whose lattice vectors are $\mathbf R$. A prime on a sum omits the zero vector.

## (a) Isolating the singular term

**Write the exchange energy per cell of a crystal with filled bands as a sum over $\mathbf g$. Use**

$$F_\gamma(\mathbf q)=\sum_{\mathbf G}\frac{e^{-\gamma|\mathbf q+\mathbf G|^2}}{|\mathbf q+\mathbf G|^2},\qquad \gamma>0,$$

**to replace the undefined term by a finite one.**

**Solution.** Let the occupied spin-orbitals $\psi_{n\mathbf k}$ be normalized in $V$. The exchange energy of the supercell is $-\tfrac12$ times the sum, over all ordered pairs of occupied spin-orbitals (each orbital also paired with itself), of the Coulomb self-interaction of the pair density $\psi^*_{n\mathbf k}\psi_{m\mathbf k'}$. Pairs of opposite spin give zero. With

$$M(\mathbf g)=\int_V\psi^*_{n\mathbf k}\psi_{m\mathbf k'}e^{-i\mathbf g\cdot\mathbf r}d^3r ,$$

the pair density is $V^{-1}\sum_{\mathbf g}M(\mathbf g)e^{i\mathbf g\cdot\mathbf r}$, and its self-interaction is $V^{-1}\sum_{\mathbf g}4\pi|M(\mathbf g)|^2/g^2$. Bloch's theorem makes $M$ vanish unless $\mathbf k'$ equals $\mathbf k+\mathbf q$ up to a reciprocal lattice vector. Division by the $N_k$ cells gives

$$E_x=-\frac12K,\qquad K=\frac{4\pi}{V}\sum_{\mathbf g}\frac{A(\mathbf g)}{g^2},\qquad A(\mathbf g)=\frac1{N_k}\sum_{\mathbf k nm}|M(\mathbf g)|^2 .$$

At $\mathbf g=0$ orthonormality gives $M=\delta_{nm}$, so $A(0)=N_{\rm el}$, the number of electrons per cell. The numerator does not vanish, and the term is undefined.

For the infinite crystal, $V^{-1}\sum_{\mathbf g}$ becomes $\int d^3g/(2\pi)^3$. The integral exists, because $d^3g$ supplies a factor $g^2$. We want this integral from data on the finite grid. Assume that the average over $\mathbf k$ in $A$ is converged and that, as for an insulator of cubic symmetry, $A(\mathbf g)=N_{\rm el}-cg^2+\dots$ at small $g$. Subtract and add a Gaussian:

$$K=\int\!\frac{d^3g}{(2\pi)^3}\,4\pi\,\frac{A(\mathbf g)-N_{\rm el}e^{-\gamma g^2}}{g^2}+N_{\rm el}\int\!\frac{d^3g}{(2\pi)^3}\frac{4\pi e^{-\gamma g^2}}{g^2}.$$

The first integrand is finite at the origin, so this integral may be replaced by the grid sum. Since $e^{-\gamma g^2}=1-\gamma g^2+\dots$, its value at $\mathbf g=0$ is $4\pi(N_{\rm el}\gamma-c)$. Collecting terms,

$$K\simeq\frac{4\pi}{V}{\sum_{\mathbf g}}'\frac{A(\mathbf g)}{g^2}+N_{\rm el}\,\chi(\gamma)+\frac{4\pi}{V}(N_{\rm el}\gamma-c),\tag{1}$$

$$\chi(\gamma)=4\pi\left[\int_{\rm BZ}\!\frac{d^3q}{(2\pi)^3}F_\gamma(\mathbf q)-\frac1V{\sum_{\mathbf g}}'\frac{e^{-\gamma g^2}}{g^2}\right].\tag{2}$$

The integral over all $\mathbf g$ has been written as a zone integral of $F_\gamma$, because the zones displaced by all $\mathbf G$ fill space once.

The expansion of $A$ fails for a metal. There, a displacement $\mathbf q$ moves a fraction of the occupied states proportional to $|\mathbf q|$ across the Fermi surface, and $A$ acquires a term linear in $|\mathbf q|$. The error estimates below therefore concern filled bands; the properties of $\chi$ itself do not depend on the bands.

## (b) The integral

**Evaluate the integral in (2). Can the limit $\gamma\to0$ be taken in the integral and the sum separately?**

**Solution.** In spherical coordinates the factor $g^2$ cancels the denominator:

$$\int_{\rm BZ}F_\gamma\,d^3q=\int\frac{e^{-\gamma g^2}}{g^2}d^3g=4\pi\int_0^\infty e^{-\gamma g^2}dg=4\pi\cdot\frac12\sqrt{\frac{\pi}{\gamma}}=\frac{2\pi^{3/2}}{\sqrt\gamma}.$$

For a simple cubic cell of edge 5 bohr and $\gamma=0.5$ bohr², this is 15.7496 bohr⁻¹. Gauss–Legendre quadrature of $F_\gamma$ over the zone gives the same digits. The prefactor is $4\pi/(2\pi)^3=1/(2\pi^2)$, hence

$$\chi(\gamma)=\frac1{\sqrt{\pi\gamma}}-\frac{4\pi}{V}{\sum_{\mathbf g}}'\frac{e^{-\gamma g^2}}{g^2}.\tag{3}$$

The limits cannot be taken separately. The first term diverges as $\gamma\to0$. So does the sum, since the number of vectors in a shell grows as $g^2$ and cancels the decay of $1/g^2$. If there is a limit, it belongs to the difference.

## (c) Electrostatic meaning

**Show that $-\chi(\gamma)$ is the potential at the centre of a Gaussian charge due to its periodic images and a neutralizing background.**

**Solution.** Take the unit charge density

$$n_\gamma(r)=(4\pi\gamma)^{-3/2}e^{-r^2/4\gamma}.$$

In each Cartesian direction the exponent of its Fourier integral is

$$-\frac{x^2}{4\gamma}-ig_xx=-\frac{(x+2i\gamma g_x)^2}{4\gamma}-\gamma g_x^2,$$

so the transform of $n_\gamma$ is $e^{-\gamma g^2}$. The potential of one such charge in empty space follows after the angular integration:

$$u(r)=\int\!\frac{d^3g}{(2\pi)^3}\frac{4\pi e^{-\gamma g^2}}{g^2}e^{i\mathbf g\cdot\mathbf r}=\frac2\pi\int_0^\infty e^{-\gamma g^2}\frac{\sin gr}{gr}\,dg .$$

At the centre, $u(0)=(2/\pi)\cdot\frac12\sqrt{\pi/\gamma}=1/\sqrt{\pi\gamma}$, the first term of (3). For later use, multiply by $r$ and differentiate:

$$\frac{d(ru)}{dr}=\frac2\pi\int_0^\infty e^{-\gamma g^2}\cos(gr)\,dg=\frac{e^{-r^2/4\gamma}}{\sqrt{\pi\gamma}}.$$

Integration from zero gives $u(r)=\operatorname{erf}(r/2\sqrt\gamma)/r$.

Now repeat the charge at every $\mathbf R$ and add a uniform background of density $-1/V$. The background removes the $\mathbf g=0$ component of the charge. With the average potential set to zero, Poisson's equation gives

$$\Phi_\gamma(\mathbf r)=\frac{4\pi}{V}{\sum_{\mathbf g}}'\frac{e^{-\gamma g^2}}{g^2}e^{i\mathbf g\cdot\mathbf r}.$$

Therefore $\chi(\gamma)=u(0)-\Phi_\gamma(0)$. The total potential $\Phi_\gamma$ less the charge's own potential $u$ is what the images and background produce, and at the centre it equals $-\chi$.

## (d) The limit of small $\gamma$

**Let $\varphi(\mathbf r)$ be the zero-average potential of one unit point charge per supercell in the same background. The probe-charge correction is**

$$\xi=-\lim_{r\to0}\left[\varphi(\mathbf r)-\frac1r\right].$$

**Relate $\chi(\gamma)$ to $\xi$ at finite $\gamma$, and take the limit.**

**Solution.** The point charge and the Gaussian charge differ in potential by the short-ranged function

$$w(r)=\frac1r-u(r)=\frac{\operatorname{erfc}(r/2\sqrt\gamma)}{r}.$$

Its volume integral is needed. With $r=2\sqrt\gamma\,t$,

$$\int w\,d^3r=4\pi\int_0^\infty r\operatorname{erfc}\!\left(\frac r{2\sqrt\gamma}\right)dr=16\pi\gamma\int_0^\infty t\operatorname{erfc}(t)\,dt=4\pi\gamma .$$

The last integral is $1/4$: integration by parts turns it into $\pi^{-1/2}\int_0^\infty t^2e^{-t^2}dt$, and this integral is $\sqrt\pi/4$.

Replacing every Gaussian by a point charge adds $\sum_{\mathbf R}w(|\mathbf r-\mathbf R|)$ to the potential. The average of this sum over a supercell is $V^{-1}\int w\,d^3r=4\pi\gamma/V$, which must be subtracted to keep a zero average:

$$\varphi(\mathbf r)=\Phi_\gamma(\mathbf r)+\sum_{\mathbf R}w(|\mathbf r-\mathbf R|)-\frac{4\pi\gamma}{V}.$$

Both sides have the same charges and the same average. Their difference $f$ is periodic and obeys $\nabla^2f=0$, so each Fourier coefficient satisfies $g^2f_{\mathbf g}=0$. The coefficients with $\mathbf g\neq0$ vanish by this equation, and $f_0$ vanishes by the average. The equality is proved.

Subtract $1/r$ and let $r\to0$. The term $\mathbf R=0$ contributes $w(r)-1/r=-u(r)\to-1/\sqrt{\pi\gamma}$, so

$$-\xi=\Phi_\gamma(0)-\frac1{\sqrt{\pi\gamma}}+{\sum_{\mathbf R}}'\frac{\operatorname{erfc}(R/2\sqrt\gamma)}{R}-\frac{4\pi\gamma}{V}.$$

The first two terms are $-\chi(\gamma)$. Hence

$$\chi(\gamma)=\xi-\frac{4\pi\gamma}{V}+{\sum_{\mathbf R}}'\frac{\operatorname{erfc}(R/2\sqrt\gamma)}{R},\qquad \lim_{\gamma\to0^+}\chi(\gamma)=\xi.\tag{4}$$

No property of the cell shape was used. The formula for $\varphi$ is the Ewald decomposition, with $\sqrt\gamma$ setting the width of the Gaussians.

Equation (4) also explains the $\gamma$ in the last term of (1). The linear error of $\chi$ and this finite part cancel:

$$N_{\rm el}\chi(\gamma)+\frac{4\pi N_{\rm el}\gamma}{V}=N_{\rm el}\left[\xi+{\sum_{\mathbf R}}'\frac{\operatorname{erfc}(R/2\sqrt\gamma)}R\right].$$

If the finite part is kept, $\gamma$ need not be extrapolated to zero. It is enough that $\sqrt\gamma$ be small compared with the shortest $R$.

## (e) The simple cubic supercell

**For a cubic supercell of edge $L$, show that $\xi=C/L$ and find $C$ from point charges and uniform cubes, without the Gaussian decomposition.**

**Solution.** Length is measured in $L$ and potential scales as inverse length, so $\xi L$ is a pure number $C$. Surround each point charge by its own cube of background, of edge $L$ and total charge $-1$. This neutral unit has no dipole, by inversion, and no quadrupole, by cubic symmetry. Inversion also removes the octupole. Its potential $\varphi_c$ falls off as $r^{-5}$, and the sum over units converges absolutely.

The summed potential does not average to zero. Its mean is $V^{-1}\int\varphi_c\,d^3r$ over all space, which is the $g\to0$ limit of $4\pi\tilde\rho(\mathbf g)/(Vg^2)$, where $\rho$ is the charge density of one unit. Neutrality, inversion and cubic symmetry leave $\tilde\rho(\mathbf g)=-\frac{g^2}{6}\int\rho r^2d^3r+\dots$. The point charge sits at $r=0$ and contributes nothing, while each Cartesian direction of the cube gives $L^2/12$:

$$\int\rho r^2d^3r=-3\cdot\frac{L^2}{12}=-\frac{L^2}4,\qquad \text{mean}=-\frac{2\pi}{3L^3}\left(-\frac{L^2}4\right)=\frac{\pi}{6L}.$$

Next, find the potential at one charge due to everything but itself. Take $s^3$ units with $s=2m+1$. Their backgrounds join into one cube of edge $sL$, so with $I$ the integral of $1/r$ over a centred unit cube,

$$LS_s={\sum_{|n_i|\le m}}'\frac1{|\mathbf n|}-Is^2 .$$

To find $I$, divide the cube into six pyramids and set $\mathbf r=z(u,v,1)$, with volume element $z^2\,dz\,du\,dv$. The $z$ integral is $\int_0^{1/2}z\,dz=1/8$, and

$$I=\frac34\int_{-1}^1\!\int_{-1}^1\frac{du\,dv}{\sqrt{1+u^2+v^2}}=2.3800774,$$

by Gauss–Legendre quadrature. Direct summation gives

| $s$ | $LS_s$ |
|---:|---:|
| 21 | −2.3137569 |
| 41 | −2.3137140 |
| 81 | −2.3137026 |

The omitted units have potentials of order $r^{-5}$, which sum to a remainder of order $\int_s^\infty r^{-5}r^2dr\propto s^{-2}$. A quadratic polynomial in $s^{-2}$ through the three values extrapolates to $-2.3136987$. Subtracting the mean restores the zero-average convention:

$$-C=-2.3136987-0.5235988,\qquad C=2.8373,\qquad \boxed{\lim_{\gamma\to0^+}\chi(\gamma)=\frac{2.8373}{L}}$$

For a simple cubic crystal of cell edge $a$ with an $N\times N\times N$ grid, $L=Na$. By (1) and (4), the correction to the exchange energy per cell is $-\tfrac12\left(N_{\rm el}\xi-4\pi c/V\right)$. The first term scales as $1/L$ and the second as $1/L^3$, so for large $L$ the correction is negative: in a cubic supercell, omitting the singular term makes exchange too weak. The sign depends on the shape of the supercell. For a box of $10\times10\times40$ bohr, $\xi=-0.029$ hartree, and in such an elongated supercell the omission makes exchange too strong.

## (f) Choosing $\gamma$ in a calculation

**Take $a=5$ bohr and a $2\times2\times2$ grid. How does $\chi(\gamma)$ approach its limit, and what happens if the sum over $\mathbf g$ has a fixed cutoff?**

**Solution.** Here $L=10$ bohr and $V=1000$ bohr³, so $\xi=0.28373$ hartree, or 7.721 eV. Explicit summation over $\mathbf q$ and $\mathbf G$ in (3), with energies in hartree, gives

| $\gamma$ (bohr²) | $\chi$ | $\chi+4\pi\gamma/V$ |
|---:|---:|---:|
| 5.0 | 0.22184 | 0.28468 |
| 2.0 | 0.25860 | 0.28373 |
| 1.0 | 0.27116 | 0.28373 |
| 0.1 | 0.28247 | 0.28373 |

At $\gamma=1$ bohr² the linear term is $4\pi/1000=0.01257$ hartree, which accounts for the difference between $\chi$ and $\xi$ to the digits shown. At $\gamma=5$ bohr² the Gaussians are wide enough for the image sum in (4) to matter; it is 0.00095 hartree.

Now keep only vectors $\mathbf g=2\pi\mathbf n/L$ with $|n_i|\le8$. The results for $\gamma=1$, 0.1 and 0.01 bohr² are 0.2712, 0.2922 and 2.3087 hartree. With a finite set of vectors the sum tends to a constant as $\gamma\to0$, while $1/\sqrt{\pi\gamma}$ grows without bound. The sum must therefore be completed before the limit is taken. For a cutoff $g_c$, this requires $\gamma g_c^2\gg1$ together with $\sqrt\gamma\ll L$.

## (g) What the correction leaves

**One electron occupies the model orbital $\sqrt{\beta^3/\pi}\,e^{-\beta r}$ in a cubic box of edge $L$, sampled at $\Gamma$. Find the error of its exchange energy with and without $\xi$, for $\beta=1.5$ bohr⁻¹. Does the cubic constant serve for other box shapes?**

**Solution.** With one spin-orbital, $A=|\tilde n|^2$, where $\tilde n$ is the transform of the density $n=(\beta^3/\pi)e^{-2\beta r}$. This takes the periodic density to be the sum of these densities over all boxes, so the overlap of orbitals in different boxes is neglected. The overlap integral of two neighbouring orbitals, $e^{-\beta L}(1+\beta L+\beta^2L^2/3)$, is $2.8\times10^{-5}$ at $L=10$ bohr. With six neighbours it is large enough to change the fourth decimal at that size, and it falls exponentially with $L$. The numbers below are those of the model without it. Using $\int_0^\infty re^{-\kappa r}\sin(gr)\,dr=2\kappa g/(\kappa^2+g^2)^2$ with $\kappa=2\beta$,

$$\tilde n(g)=\frac{\beta^3}{\pi}\frac{4\pi}{g}\frac{4\beta g}{(4\beta^2+g^2)^2}=\left(1+\frac{g^2}{4\beta^2}\right)^{-2},\qquad A=1-\frac{g^2}{\beta^2}+\dots$$

Thus $N_{\rm el}=1$ and $c=1/\beta^2$. The exact $K$ is the self-Coulomb integral $J$ of the isolated orbital. With $g=2\beta t$,

$$J=\frac2\pi\int_0^\infty A\,dg=\frac{4\beta}\pi\int_0^\infty\frac{dt}{(1+t^2)^4}=\frac{4\beta}{\pi}\cdot\frac{5\pi}{32}=\frac{5\beta}8=0.9375\ \text{hartree}.$$

The exact exchange energy is $-J/2=-0.46875$ hartree, which cancels the electron's Hartree self-energy.

Let $J_0=(4\pi/V)\sum'A/g^2$ be the uncorrected sum. Equations (1) and (4) give

$$J_0+\xi-J\simeq\frac{4\pi c}{V}=\frac{4\pi}{\beta^2L^3}.$$

The grid replacement made in (a) adds little here. By Poisson summation its error is a sum over $\mathbf R\neq0$ of the interaction between two orbital densities a distance $R$ apart, less $u(R)$. Both are $1/R$ up to exponentially small terms.

For $L=10$ bohr the predicted remainder is $12.566/(2.25\times1000)=0.005585$ hartree. Summation with $|n_i|\le120$ gives, in hartree,

| $L$ (bohr) | $J_0$ | $J_0+\xi$ | $J_0+\xi-J$ |
|---:|---:|---:|---:|
| 10 | 0.65936 | 0.94309 | 0.00559 |
| 15 | 0.75000 | 0.93915 | 0.00165 |
| 20 | 0.79633 | 0.93820 | 0.00070 |

At $L=10$ bohr the uncorrected value is 30% below $J$, and the corrected one is 0.6% above it. The exchange energy changes from $-0.3297$ to $-0.4715$ hartree. Doubling $L$ reduces the remaining error eightfold, as the $L^{-3}$ law requires. The probe charge removes the $1/L$ error because that part depends only on $A(0)=N_{\rm el}$ and on the supercell lattice, and not on the shape of the orbital. For this spherical orbital the remainder comes from its spatial extent, through $c$.

The cubic constant does not carry over to other shapes. For a box of $10\times10\times20$ bohr, the combination $\chi+4\pi\gamma/V$ at $\gamma=1$ bohr² gives $\xi=0.1806$ hartree. A cube of the same volume would give 0.2252 hartree, which is 25% larger than the tetragonal value. With the tetragonal $\xi$ and the $4\pi c/V$ term, the sum returns $J=0.93750$ hartree. The limit in (4) holds for this box too, but its value must be computed for the actual supercell.
